# Tung's Bond-Polarization Barrier Formula: Effects of Bond Density and Length, part 1

(Sections cited here and not found follow in the second part.)

## I. From equal electrochemical potentials to the barrier

When a metal touches an n-type semiconductor, electrons passing from the metal into the conduction band can meet a barrier. If the two surfaces were joined without any rearrangement of charge, their vacuum levels would line up. The metal's Fermi level lies at $-\Phi$ and the semiconductor's conduction-band edge at $-\chi$, where $\Phi$ is the work function and $\chi$ the electron affinity. The barrier would then be $\Phi-\chi$, and it would rise by one electronvolt for each electronvolt added to the work function.

Joining the surfaces, however, forms chemical bonds, and electrons shift along them. A layer of shifted charge is a dipole layer, which displaces the semiconductor's bands relative to the metal. The shift itself depends on $\Phi$, so the dipole can cancel part of the dependence of the barrier on the metal. The question is how large this cancellation is, and how it depends on the number of bonds per area and on their length.

### Model and conventions

The algebra uses atomic units, with $e=1$ and $4\pi\epsilon_0=1$. Numbers are given in eV and angstrom, for which each product of two charges carries the factor $e^2/(4\pi\epsilon_0)=14.40$ eV Å. The symbol $Q$ denotes a charge, positive when electrons are missing. The semiconductor has band gap $E$. The barrier for electrons is $\Phi_B$, measured from the Fermi level of the metal up to the conduction-band edge beyond the dipole layer, where the potential no longer varies along the interface.

The assumptions are these.

**A1. Geometry.** The bonds form a square lattice with $N$ bonds per area and spacing $a=N^{-1/2}$. Each bond joins a metal site in the plane $z=0$ to a semiconductor site directly above it, in the plane $z=d$.

**A2. Neutral bonds.** Electrons move only within a bond. The bond is not required to be in equilibrium with the metal behind it, whose Fermi level stays at $-\Phi$. If $p$ electrons pass to the metal site, then $Q_M=-p$ and $Q_S=+p$. A negative $p$ means transfer to the semiconductor.

**A3. Site energies.** The energy of a site is a quadratic function of its charge. Removing an electron from a metal site costs $\Phi$, and adding one gains $\Phi$. For a semiconductor site the corresponding energies are those of the band edges, $\chi+E$ and $\chi$.

**A4. Electrostatics.** The charges are points, and two charges at distance $r$ interact with energy $Q_1Q_2/(\varepsilon r)$. The same constant $\varepsilon$ screens the dipole layer. Image charges in the metal behind the bonds are left out.

**A5. Flat bands.** The bending of the bands by dopants is negligible over the thickness of the dipole layer.

**A6. Stability.** The energy has a minimum when every bond carries the same charge.

Assumption A3 is a strong simplification, since it uses band energies of an extended solid for a single site. A6 is a condition on the parameters and is examined in the second half.

### Lemma 1: the site energies

*Under A3, the energies measured from the neutral sites are*

$$U_M(Q)=\Phi Q,\qquad U_S(Q)=\left(\chi+\tfrac E2\right)Q+\tfrac12EQ^2 .$$

*Proof.* Write $U_S(Q)=\alpha Q+\tfrac12\eta Q^2$. Removing one electron gives $Q=+1$ and costs $\chi+E$. Adding one gives $Q=-1$ and changes the energy by $-\chi$. Hence

$$\alpha+\tfrac12\eta=\chi+E,\qquad -\alpha+\tfrac12\eta=-\chi .$$

The sum of these equations is $\eta=E$. Their difference is $2\alpha=2\chi+E$, so $\alpha=\chi+E/2$. For the metal the right-hand sides are $\Phi$ and $-\Phi$, whose sum is zero and whose difference is $2\Phi$. Therefore $\eta=0$ and $\alpha=\Phi$. $\square$

The coefficient $\eta$ is called the hardness. It measures how quickly a site resists further charging. The metal has none in this model, while the semiconductor's hardness is its gap.

### Lemma 2: the energy per bond

*If every bond carries the same $p$, the energy per bond is*

$$u(p)=-\left(\Phi-\chi-\tfrac E2\right)p+\tfrac12(E+\kappa)p^2,$$

*where*

$$\kappa=\frac2\varepsilon\left[-\frac1d+\sum_{\mathbf R\ne0}\left(\frac1R-\frac1{\sqrt{R^2+d^2}}\right)\right]$$

*and $\mathbf R$ runs over the lattice vectors.*

*Proof.* The site energies contribute

$$U_M(-p)+U_S(p)=-\Phi p+\left(\chi+\tfrac E2\right)p+\tfrac12Ep^2 .$$

The two charges of one bond have opposite signs and attract, with energy $-p^2/(\varepsilon d)$. Now take two different bonds separated laterally by $\mathbf R$. Their metal charges repel with energy $p^2/(\varepsilon R)$, and so do their semiconductor charges. The two cross pairs attract, each with energy $-p^2/(\varepsilon\sqrt{R^2+d^2})$. The pair of bonds therefore has energy

$$\frac{2p^2}{\varepsilon}\left(\frac1R-\frac1{\sqrt{R^2+d^2}}\right).$$

Half of it belongs to each bond. Summing over all partners and adding the attraction inside the bond gives $\tfrac12\kappa p^2$ with the stated $\kappa$.

The sum converges. From $(1+x)^{-1/2}\ge1-x/2$ with $x=d^2/R^2$, each term is at most $d^2/(2R^3)$, and the number of lattice points between $R$ and $R+\mathrm dR$ grows in proportion to $R$. $\square$

### Lemma 3: equal electrochemical potentials

*The charge transferred per bond is*

$$p=\frac{\Phi-\chi-E/2}{E+\kappa}.$$

*Proof.* The electrochemical potential of electrons on a site is the change of the total energy $U$ per added electron. Since an added electron lowers $Q$ by one, it equals $-\partial U/\partial Q$. For a single bond, $Q_M=-p$ and $Q_S=+p$, so the chain rule gives

$$\frac{\partial U}{\partial p}=-\frac{\partial U}{\partial Q_M}+\frac{\partial U}{\partial Q_S}=\tilde\mu_M-\tilde\mu_S .$$

Electrons stop moving when the two potentials are equal, which is the condition that $U$ be stationary.

It remains to relate this derivative, taken for one bond, to $u(p)$. In a uniform pattern all bonds are equivalent, so the derivative is the same for each. Changing all charges together changes the energy per bond at the rate $\mathrm du/\mathrm dp$, which is the sum of these equal derivatives divided by the number of bonds. Thus the condition is

$$\frac{\mathrm du}{\mathrm dp}=-\left(\Phi-\chi-\tfrac E2\right)+(E+\kappa)p=0 ,$$

which gives $p$. By A6 the stationary point is a minimum, and in particular $E+\kappa>0$. $\square$

A metal whose Fermi level lies below the middle of the gap, $\Phi>\chi+E/2$, takes electrons from the semiconductor. A metal with a smaller work function gives electrons away. At $\Phi=\chi+E/2$ nothing moves.

### Lemma 4: the potential step

*The dipole layer lowers electron energies on the semiconductor side, relative to the metal side, by*

$$\Delta=Wp,\qquad W=\frac{4\pi Nd}{\varepsilon}.$$

*Proof.* Averaged over planes parallel to the interface, the charge density is

$$\rho(z)=Np\,[\delta(z-d)-\delta(z)] .$$

Poisson's equation for the averaged potential is $\phi''=-4\pi\rho/\varepsilon$. The layer is neutral, and by A5 no other field is present, so $\phi'=0$ outside the layer. At $z=0$ the slope jumps by $+4\pi Np/\varepsilon$. It keeps this value up to $z=d$, where it falls back to zero. The potential therefore rises by

$$\phi(d^+)-\phi(0^-)=\frac{4\pi Np}{\varepsilon}\,d=Wp .$$

An electron has charge $-1$ and energy $-\phi$, so its energy falls by this amount. $\square$

### Theorem 1: Tung's formula

*Under A1 to A6,*

$$\boxed{\Phi_B=\gamma(\Phi-\chi)+(1-\gamma)\frac E2,\qquad
\gamma=1-\frac{4\pi Nd}{\varepsilon(E+\kappa)} .}$$

*Proof.* The dipole layer moves the conduction-band edge from $-\chi$ to $-\chi-\Delta$, while the Fermi level stays at $-\Phi$. The barrier is the difference,

$$\Phi_B=(-\chi-\Delta)-(-\Phi)=\Phi-\chi-Wp .$$

With $p$ from Lemma 3,

$$\Phi_B=(\Phi-\chi)-\frac{W}{E+\kappa}\left[(\Phi-\chi)-\frac E2\right].$$

The fraction in front of the bracket is $1-\gamma$. Collecting the terms in $\Phi-\chi$ leaves $\gamma(\Phi-\chi)$, and the remaining term is $(1-\gamma)E/2$. $\square$

In SI units $W=e^2Nd/(\varepsilon\epsilon_0)$, so that $\gamma=1-e^2Nd/[\varepsilon\epsilon_0(E+\kappa)]$.

**Remark 1 (meaning and limits).** Since $\kappa$ does not depend on $\Phi$, the slope of the barrier against work function is $\partial\Phi_B/\partial\Phi=\gamma$. For $\gamma=1$ the barrier is $\Phi-\chi$, as without a dipole. For $\gamma=0$ it is $E/2$ for every metal. This insensitivity is called Fermi-level pinning. In this model the pinning position is midgap, though real interfaces can pin elsewhere in the gap. It is midgap here because the linear coefficient in Lemma 1 is $\chi+E/2$, and no interface state had to be placed there.

**Remark 2 (what the formula shows at fixed $\kappa$).** The numbers $N$ and $d$ enter $W$ as a product. More bonds carry more charge per area, and longer bonds give each charge a longer lever. If $\kappa$ is held fixed, then

$$\frac{\partial\gamma}{\partial\ln N}=\frac{\partial\gamma}{\partial\ln d}=-\frac{W}{E+\kappa}=-(1-\gamma),$$

and both changes reduce the sensitivity equally. But $\kappa$ is a sum over the same lattice and changes with $N$ and $d$. The true dependence requires that sum.

**Remark 3 (a near-neighbour estimate).** A simple estimate keeps the attraction inside a bond and the repulsion between a semiconductor site and its four nearest neighbours in the same plane. Each repulsion is shared by two bonds, so the energy per bond is

$$\frac{p^2}{\varepsilon}\left(\frac42\,\frac1a-\frac1d\right)=\frac12\kappa_{nn}p^2,
\qquad \kappa_{nn}=\frac4{\varepsilon a}-\frac2{\varepsilon d}.$$

It omits repulsion within the metal plane, attraction between different bonds, and everything farther away. It is an estimate and not the first term of an ordered expansion.

### A worked interface

Take round model parameters that stand for no particular material: $E=4$ eV, $\chi=3$ eV, $\varepsilon=10$, $N=0.05$ Å$^{-2}$ (or $5\times10^{14}$ cm$^{-2}$) and $d=2.5$ Å. The spacing is $a=4.472$ Å. The capacitor term is

$$W=\frac{4\pi(0.05)(2.5)(14.40)}{10}=2.262\ \text{eV}.$$

The full lattice sum gives $\kappa=-0.341$ eV, so $E+\kappa=3.659$ eV and

$$\gamma=1-\frac{2.262}{3.659}=0.382 .$$

For $\Phi=4.5$ eV the transfer is

$$p=\frac{4.5-3-2}{3.659}=-0.137 .$$

The metal gives up electrons, the step is $Wp=-0.309$ eV, and the barrier rises from 1.5 eV to $1.5+0.309=1.809$ eV. Between $\Phi=4$ and 6 eV the barrier runs from 1.618 to 2.382 eV, a change of 0.764 eV where the barrier without a dipole would change by 2 eV. The largest transfer in this range is 0.27 electron, well inside the interval between the integer charges that fixed the parabola. At the ends of the range the common electrochemical potential of the two bond sites differs by 0.36 eV from the Fermi level of the metal behind them. Assumption A2 leaves this mismatch in place, which is a limit of the model. It is not small: the barrier itself lies only 0.38 eV from midgap there. The last section shows how much the slope changes when the metal screens the bond charge.

The near-neighbour estimate gives $\kappa_{nn}=1.288-1.152=0.136$ eV and $\gamma=1-2.262/4.136=0.453$. This is 19% above the value from the full sum.

## II. How bond density and bond length act

The bonds form a square lattice of density $N$, with length $d$ and screening constant $\varepsilon$. The semiconductor has gap $E$ and affinity $\chi$, the metal has work function $\Phi$, and $p$ electrons per bond move to the metal. The first half gave

$$p=\frac{\Phi-\chi-E/2}{E+\kappa},\qquad \Phi_B=\Phi-\chi-Wp,\qquad
\gamma=1-\frac W{E+\kappa},\qquad W=\frac{4\pi Nd}\varepsilon ,$$

where $\gamma=\partial\Phi_B/\partial\Phi$ and $\kappa$ is the Coulomb sum of Lemma 2. Atomic units apply in the algebra.

Lengths are now measured in lattice spacings. With $\mathbf R=\mathbf n/\sqrt N$, where $\mathbf n$ has integer components and $n=|\mathbf n|$, and with $t=d\sqrt N$,

$$\kappa=\frac{2\sqrt N}\varepsilon D(t),\qquad
D(t)=-\frac1t+\sum_{\mathbf n\ne0}\left(\frac1n-\frac1{\sqrt{n^2+t^2}}\right).$$

A prime on a sum means that $\mathbf n=0$ is left out.

### Lemma 5: the lattice sum

*For every $t>0$,*

$$D(t)=2\pi t-C-s(t),\qquad s(t)=\sum_{\mathbf n}{}'\,\frac{e^{-2\pi nt}}n,$$

*where $C=3.9003$ is a constant of the square lattice.*

*Proof.* Use the Gaussian integral $1/r=\pi^{-1/2}\int_0^\infty u^{-1/2}e^{-ur^2}\,\mathrm du$ and define $\theta(u)=\sum_{\mathbf n}e^{-un^2}$, including $\mathbf n=0$. The term $-1/t$ is the $\mathbf n=0$ member of the second sum in $D$, so

$$D(t)=\frac1{\sqrt\pi}\int_0^\infty\frac{\mathrm du}{\sqrt u}
\left[\theta(u)-1-e^{-ut^2}\theta(u)\right].$$

Sum and integral may be exchanged because all terms with $\mathbf n\ne0$ are positive. In one dimension, the periodic function $\sum_j e^{-u(x-j)^2}$ has Fourier coefficients $\sqrt{\pi/u}\,e^{-\pi^2m^2/u}$. Setting $x=0$ and multiplying two such series gives

$$\theta(u)=\frac\pi u+\frac\pi u\sum_{\mathbf m}{}'\,e^{-\pi^2m^2/u}.$$

Separate $\pi/u$ from $\theta$ in both places. The integral splits into three convergent parts.

The first, after integration by parts, is

$$\sqrt\pi\int_0^\infty\frac{1-e^{-ut^2}}{u^{3/2}}\,\mathrm du
=2\sqrt\pi\,t^2\int_0^\infty\frac{e^{-ut^2}}{\sqrt u}\,\mathrm du=2\pi t .$$

The second does not depend on $t$ and defines $-C$:

$$-C=\frac1{\sqrt\pi}\int_0^\infty\frac{\mathrm du}{\sqrt u}\left[\theta(u)-1-\frac\pi u\right].$$

The third is $-\sqrt\pi\sum'_{\mathbf m}J_m$, with $J_m=\int_0^\infty u^{-3/2}e^{-ut^2-b^2/u}\,\mathrm du$ and $b=\pi m$. Put $v=u^{-1/2}$, so that $J_m=2\int_0^\infty e^{-b^2v^2-t^2/v^2}\,\mathrm dv$. Then

$$\frac{\mathrm dJ_m}{\mathrm dt}=-4t\int_0^\infty\frac{\mathrm dv}{v^2}\,e^{-b^2v^2-t^2/v^2}=-2bJ_m ,$$

where the last step substitutes $w=t/(bv)$, which exchanges the two terms of the exponent. At $t=0$ the integral is $\sqrt\pi/b$, so $J_m=(\sqrt\pi/b)e^{-2bt}$. The third part is therefore $-\sum'_{\mathbf m}e^{-2\pi mt}/m=-s(t)$. $\square$

This part has derived the barrier formula of Theorem 1 and rewritten its Coulomb sum as a term linear in $t$, a lattice constant and a sum of decaying exponentials. It remains to use this form to find how the slope $\gamma$ responds to bond density and bond length, and to see where the model fails.

All numerical values are calculated from the stated model.
